# Convergence of the Bonča–Trugman variational method for the Holstein polaron, part 2

How many generations $N$ does a variational calculation of the Holstein polaron band $E(k)$ need? One electron on an infinite chain of spacing $a$ has hopping $t$, phonon energy $\hbar\omega$ and coupling $g$, all positive; $k$ and decay constants $\kappa$ are in units of $1/a$. The example has $\hbar\omega=3t$, $g=t$.

Phonon positions $r$ are relative to the electron. $S$ lowers them all by one, $P$ mirrors them, $n$ counts phonons, $b_0$ acts on the electron's site, and $\varepsilon_k=-2t\cos k$:

$$H(k)=\hbar\omega\,n-t\left(e^{-ik}S+e^{ik}S^\dagger\right)-g\left(b_0+b_0^\dagger\right).$$

With farthest phonons at distances $L$ (left) and $R$ (right), a configuration lies in shell

$$d=n+L+R+\min(L,R).$$

$V_N$ holds shells $d\le N$. Its lowest energy is $E_N\ge E(k)$, and $D_N=E_N-E_{N+1}$. Shell sizes are the coefficients of

$$G(x)=\frac1{1-x}\left[1+\frac{2x^2}{1-2x}+\frac{x^5}{\left((1-x)^2-x^3\right)(1-2x)}\right].$$

By hand, $E_1=(5-\sqrt5)/2$ at $k=\pi$ (units of $t$), and $E_2$ solves

$$E-\varepsilon_k=\frac{g^2}{E-\hbar\omega-\dfrac{2t^2}{E-\hbar\omega}-\dfrac{2g^2}{E-2\hbar\omega}} .$$

The exact state $\psi$ has shell weights $w_d$, $Z=w_0$, $W_N=\sum_{d>N}w_d$, and gap $\Delta$ to the rest of the spectrum:

$$\Delta\,W_N\;\le\;E_N-E\;\le\;\frac{\left(2t+g\sqrt{N+1}\right)\sqrt{w_Nw_{N+1}}}{1-W_N}.$$

Completing the square, $\delta\,(b_0^\dagger-g/\delta)(b_0-g/\delta)\ge0$, gives

$$\delta\,b_0^\dagger b_0-g(b_0+b_0^\dagger)\ge-g^2/\delta .$$

For $g<\hbar\omega$ the second level is at least $E_*=-2t+\hbar\omega-2g$.

For a distant phonon, $\Phi=\sum_rf(r)\,b_r^\dagger\chi$ with $f(r)=e^{i(k-p)r}$ obeys

$$H(k)\,\Phi=\sum_rf(r)\,b_r^\dagger\left[\hbar\omega+H(p)\right]\chi .$$

Hence $E(k)\le E(0)+\hbar\omega$, the threshold; $E(0)$ is the band minimum, so the bandwidth cannot exceed $\hbar\omega$.

A Combes–Thomas estimate proves exponential decay of $w_d$. With $\Gamma=e^{\alpha\min(d,D)}$ ($D$ a cutoff integer), $Y=\Gamma H\Gamma^{-1}-H$ (printed as W in the output) and $R(z)=(H-z)^{-1}$ on $|z-E|=\Delta/2$,

$$\|YR(z)\|\le q=(e^\alpha-1)\,\frac2\Delta\left[2t+2g\sqrt{A+2\Delta/\hbar\omega}\right],$$

$$A=1+\frac2{\hbar\omega}\left(E+2t+\frac{2g^2}{\hbar\omega}\right)\ge1 ,$$

and, for $q<1$, $\|e^{\alpha d}\psi\|\le K=\frac1{(1-q)\sqrt Z}$.

## A solvable case: at most one phonon

Keep the states of $V_N$ with $n\le1$: the vacuum, amplitude $\phi_v$, and one phonon at $|r|\le N-1$, amplitude $\phi_r$. Since $(S\phi)_r=\phi_{r+1}$,

$$(\hbar\omega-E)\phi_r-t\left(e^{-ik}\phi_{r+1}+e^{ik}\phi_{r-1}\right)=g\,\delta_{r0}\phi_v,\qquad\phi_{\pm N}=0 .$$

Put $\phi_r=Ce^{ikr}\sinh[\kappa(N-|r|)]$, which removes the phases and meets the boundary condition. For $r\ne0$ the identity $\sinh(y+\kappa)+\sinh(y-\kappa)=2\sinh y\cosh\kappa$ requires $\hbar\omega-E=2t\cosh\kappa$. At $r=0$,

$$2tC\left[\cosh\kappa\sinh N\kappa-\sinh(N\kappa-\kappa)\right]=2tC\sinh\kappa\cosh N\kappa=g\phi_v .$$

The vacuum row $(\varepsilon_k-E)\phi_v=g\phi_0=gC\sinh N\kappa$ then gives

$$E_N=\varepsilon_k+\Sigma_N(E_N),\qquad\Sigma_N=-\frac{g^2\tanh N\kappa}{2t\sinh\kappa}.$$

For large $N$, $1-\tanh N\kappa\to2e^{-2N\kappa}$, so $\Sigma_N-\Sigma_\infty\to g^2e^{-2N\kappa}/(t\sinh\kappa)$. Linearizing, $\delta E=\Sigma_\infty'\,\delta E+(\Sigma_N-\Sigma_\infty)$. With $d\kappa/dE=-1/(2t\sinh\kappa)$ one finds $\Sigma'_\infty=-g^2\cosh\kappa/(4t^2\sinh^3\kappa)$, and

$$E_N-E\to\frac{Zg^2e^{-2\kappa N}}{t\sinh\kappa},\qquad\frac1Z=1+\frac{g^2\cosh\kappa}{4t^2\sinh^3\kappa}.$$

This $Z$ is the vacuum weight, because $\sum_r|\phi_r/\phi_v|^2=[g/(2t\sinh\kappa)]^2\sum_re^{-2\kappa|r|}$ and the last sum is $\coth\kappa$. At $k=0$: $E=-2.20796\,t$, $\cosh\kappa=2.60398$, $\kappa=1.611095$, $\sinh\kappa=2.40431$, $Z=0.955257$. For $N=5$ the error is $0.955257\times e^{-16.11095}/2.40431=4.0016\times10^{-8}\,t$, equal to the matrix result within the tested $10^{-5}$ relative tolerance. The finite-$N$ formula is tested at $k=0$, 1 and $\pi$. The rate is set by how far the electron tunnels from a phonon it has left behind.

## The rate in the full model

What follows is an asymptotic argument, not a proof. For configurations whose leftmost phonon sits at $r=-L$, far from the electron, the eigenvalue equation has the separable solutions found above, $f(r)=e^{i(k-p)r}$ with $H(p)\chi=[E(k)-\hbar\omega]\chi$. Below the threshold, $E(k)-\hbar\omega<E(0)$, and no real $p$ is expected to solve this, $E(0)$ being the band minimum. Decay towards $r\to-\infty$ needs $|f|=e^{\kappa r}$, that is $p=i\kappa$ with $\kappa>0$:

$$E(i\kappa)+\hbar\omega=E(k),\qquad H(i\kappa)=\hbar\omega n-t\left(e^{\kappa}S+e^{-\kappa}S^T\right)-g\left(b_0+b_0^\dagger\right).$$

In $V_N$ the matrix $c-H(i\kappa)$ has no negative element for large $c$, so by the Perron–Frobenius theorem its eigenvalue of largest modulus is real and equals its spectral radius; this defines $E(i\kappa)$. The spectral radius of such a matrix $F$ is at least any diagonal element, since $(F^m)_{ss}\ge(F_{ss})^m$. The vacuum element gives $E(i\kappa)\le-2t\cosh\kappa$. The function $E(i\kappa)+\hbar\omega-E(k)$ is thus positive at $\kappa=0$ and negative at large $\kappa$, and a root exists. The mirror $P$ gives the same $\kappa$ on the right.

A far phonon at $-L$ together with a cloud $s$ of $n_s$ phonons and right extent $R_s\le L$ has $d=1+n_s+L+2R_s$. Substituting $L=d-1-n_s-2R_s$ in $|f|^2=e^{-2\kappa L}$,

$$w_d\propto e^{-2\kappa d}\sum_s|\chi_s|^2e^{2\kappa(1+n_s+2R_s)} .$$

The sum must converge. Apply the separation again to a cloud phonon at $r'$, with $E(i\kappa_2)=E(k)-2\hbar\omega$ and $\kappa_2>\kappa$, taking $E(i\kappa)$ to be decreasing. On the left $p'=i\kappa_2$ and the amplitude is $e^{i(p-p')r'}=e^{-(\kappa_2-\kappa)|r'|}$. On the right $p'=-i\kappa_2$ gives $e^{-(\kappa+\kappa_2)r'}$; squared and multiplied by $e^{4\kappa r'}$ it becomes $e^{-2(\kappa_2-\kappa)r'}$. Both sums converge. In the phonon number, each added phonon brings an amplitude ratio of order $g\sqrt n/(n\hbar\omega)$ at large $n$, which eventually outweighs the fixed factor $e^\kappa$. By the two-sided bound, $E_N-E\sim e^{-2\kappa N}$ up to at most a factor $\sqrt N$. For a pure exponential $D_N$ has the same rate, measured by $\gamma=\frac12\ln(D_{N-1}/D_N)$, and the geometric tail gives $E\approx E_{N+1}-D_N/(e^{2\gamma}-1)$.

With $\dim V_N\sim2^N$, $e^{-2\kappa N}=(2^N)^{-2\kappa/\ln2}$: convergence is exponential in generations and only a power law in the matrix dimension.

Three limits follow. Near the threshold, write $E(k)=E(0)+c_2k^2-c_4k^4$ with $c_2=tm_0/m^*$ and $m_0=\hbar^2/2ta^2$. Continued to $i\kappa$, leading order gives $\kappa\approx\sqrt{[E(0)+\hbar\omega-E(k)]/c_2}$, which vanishes with the binding energy, so no exponential rate holds uniformly for a band that approaches the threshold. For $g\to0$, $E(i\kappa)\to-2t\cosh\kappa$, the relation of the solvable case; the solvable case itself returns only where $\varepsilon_k<\hbar\omega-2t$. Where $\varepsilon_k<\hbar\omega-2t$, its second-order shift $\Sigma_\infty(\varepsilon_k)$ equals $-g^2\int\frac{dq}{2\pi}(\hbar\omega+\varepsilon_{k-q}-\varepsilon_k)^{-1}$, the same chain Green function written in momentum space. Where $\varepsilon_k>\hbar\omega-2t$, as at $k=3\pi/4$ and $\pi$ for $\hbar\omega=3t$, the denominator changes sign and there is no such expansion: $E(k)\le E(0)+\hbar\omega\to\hbar\omega-2t$, which lies below $\varepsilon_k$. There $\kappa$ is itself of order $g^2$, and the $n\le1$ model misses part of it. The phonon can be exchanged through the vacuum, with amplitude $g^2/(\varepsilon_k-\hbar\omega+2t)$, and also through two-phonon states, with amplitude $g^2/(\varepsilon_k+\hbar\omega+2t)$, so at $k=\pi$, $\hbar\omega=3t$ the true $\kappa$ tends to $8/7$ of the solvable one. At $g=0.05t$, $k=1$, quadrature gives $-7.028649\times10^{-4}t$ and $V_7$ gives $-7.028625\times10^{-4}t$. For $t=0$ the square completed above with $\delta=\hbar\omega$ is exact, so $E=-g^2/\hbar\omega$, tested in $V_7$. The ground state is then the eigenvector of $b_0$ with eigenvalue $g/\hbar\omega$, whose weights are Poisson with mean $(g/\hbar\omega)^2$ and fall faster than any exponential. The ratio of successive Poisson weights, $(g/\hbar\omega)^2/N$, falls below $e^{-2\kappa}$ only for $N>(g/\hbar\omega)^2e^{2\kappa}$. This suggests, as a conjecture for $t>0$, that at strong coupling the asymptotic rate sets in only beyond an $N$ of this order, which can be far above the mean phonon number. The formula for $d$, the count and the block norms hold for the Holstein coupling and must be rederived for a Peierls coupling, where one step both hops and changes $n$.

## Worked example

The round model parameters are $t=50$ meV, $\hbar\omega=3t$, $g=t$, $a=5$ Å, so $g^2/(2t\hbar\omega)=0.1667$; they represent no material. $E$ is extrapolated from $N=13$, $\gamma$ uses $D_{11}/D_{12}$, $\kappa$ is solved in $V_8$, and $\kappa_{\rm u}$ is the undressed estimate from $2t\cosh\kappa_{\rm u}=\hbar\omega-E(k)$.

| $k$ | $E/t$ | $Z$ | $\gamma$ | $\kappa$ | $\kappa_{\rm u}$ |
|---|---|---|---|---|---|
| 0 | $-2.219824$ | 0.948 | 1.5868 | 1.5865 | 1.6136 |
| $\pi/4$ | $-1.669255$ | 0.930 | 1.4573 | 1.4581 | 1.4916 |
| $\pi/2$ | $-0.419534$ | 0.809 | 1.0661 | 1.0664 | 1.1303 |
| $3\pi/4$ | 0.447897 | 0.347 | 0.5824 | 0.5824 | 0.7269 |
| $\pi$ | 0.595777 | 0.167 | 0.4373 | 0.4369 | 0.6255 |

At $k=\pi$, $\gamma=\frac12\ln(2.878\times10^{-5}/1.200\times10^{-5})=\frac12\ln2.398=0.437$. The remaining tail is $1.200\times10^{-5}/1.398=8.6\times10^{-6}\,t$, so $E=0.5957851-0.0000086=0.5957765\,t$. This shift is the only way $\gamma$ enters $\kappa$, and it is small against the binding energy $0.78018-0.59578=0.18440\,t$.

With $D_{11}/D_{12}$ the measured and predicted rates differ by at most $0.0008$, but $\gamma$ still fluctuates with $N$: at $k=0$ the ratio $D_9/D_{10}=23.5$ gives $1.579$, which is $0.007$ below $\kappa$; the program asserts agreement within $0.02$ at all five momenta. It also asserts that $\kappa_{\rm u}$ fails at $\pi/2$ and $\pi$. At $\pi$, $\cosh\kappa_{\rm u}=(3-0.59578)/2=1.20211$ gives $0.6255$, which is 43% above $\kappa$: it measures the binding from the bare edge $\hbar\omega-2t=t$ instead of the dressed threshold $0.780\,t$. At $k=0$ and $\pi/4$ the drops used for $\gamma$, down to $4.7\times10^{-17}t$, lie below the reach of direct subtraction in double precision, and their support is the agreement of $\gamma$ with the separately computed $\kappa$.

The curvatures at step $h=0.05$ are $c_2-c_4h^2=0.94821\,t$ for real $k$ and $c_2+c_4h^2=0.94867\,t$ for imaginary $k$; their agreement within $2\times10^{-3}t$ tests the continuation. The mean is $c_2=0.94844\,t$, so $m^*/m_0=1.0544$, and with $m_0=3.048\,m_e$ the mass is $m^*=3.21\,m_e$. The near-threshold formula at $\pi$ gives $\sqrt{0.18440/0.94844}=0.441$, 0.9% above $\kappa$. The quartic term accounts for this: $c_4\approx0.00046/(2\times0.0025)=0.09\,t$, and solving $c_2\kappa^2+c_4\kappa^4=0.18440\,t$ lowers $\kappa$ by the fraction $c_4\kappa^2/2c_2\approx0.9\%$.

The band runs from $-111.0$ meV to $29.8$ meV, below the threshold at $39.0$ meV. Its width $2.8156\,t=140.8$ meV obeys the bound $\hbar\omega=3t$, against a bare width $4t$. The narrowing is 30% of the bare width while the mass at $k=0$ rises by 5%. The bare edge $+2t$ lies above the threshold and the band must stay under it, so the bound $\hbar\omega=3t$ alone forces a narrowing of at least 25%; at $k=\pi$ only 17% of the weight is phonon-free.

The early generations are not asymptotic. At $k=\pi$, $D_1=0.549\,t$ is nearly as large as $D_0=0.618\,t$. The hand calculation shows why: in $V_1$ the one-phonon state has energy $\hbar\omega$ and cannot hop, and $V_2$ first supplies the term $2t^2/(E-\hbar\omega)$. Keeping only that term in the continued fraction gives $E=t$, a drop of $0.382\,t$ from $E_1$; keeping only $2g^2/(E-2\hbar\omega)$ gives a drop of $0.1335\,t$. The hop states are thus the larger part of $D_1$, not all of it. The ratios $D_{N-1}/D_N$ at $\pi$ reach $2.44$ at $N=7$ and $2.40$ from $N=10$, against $e^{2\kappa}=2.396$. At $k=0$ the ratios for $N=6$ to 12 are $24.6, 23.4, 23.9, 24.0, 23.5, 23.9, 23.9$, around $e^{2\kappa}=23.9$, with dips at $N=7$ and $N=10$. A conjecture, not tested, attributes the period of three to two-sided configurations, for which raising $L=R$ by one raises $d$ by three.

One decade of accuracy costs $\ln10/2\kappa$ generations: $0.73$ at $k=0$ and $2.64$ at $k=\pi$. In dimension the exponents $2\kappa/\ln2$ are $4.578$ and $1.261$, so a decade multiplies the matrix size by $10^{1/4.578}=1.65$ and $10^{1/1.261}=6.2$. For a target of $10^{-6}t$ at $k=0$, the error of $E_5$ is $D_5+D_6+\dots=2.2\times10^{-7}t$ while that of $E_4$ is $5.0\times10^{-6}t$, so $N=5$ with 59 states suffices. At $k=\pi$ the error $8.6\times10^{-6}t$ of $E_{13}$ must fall by $8.6$, which takes $\ln8.6/0.874=2.5$ more generations: $N=16$. The coefficients of $G$ give $\dim V_{16}=178617$, a little above $2^3\times21247\approx1.7\times10^5$ because the shell ratio still exceeds 2. $N$ is therefore to be fixed at the momentum closest to the threshold, where $\kappa$ can be estimated from a small calculation of $E(k)$ and $E(i\kappa)$, and the extrapolation applied only once $\gamma$ has settled at that value. This rule is shown here for weak coupling only. At strong coupling the phonon number sets $N$: for $\hbar\omega=3t$, $g=4.5t$ the ratio $D_{11}/D_{12}$ gives $\gamma\approx0.8$ at both $k=0$ and $k=\pi$, against $\kappa\approx2$, so $\kappa$ overstates the convergence and $N$ must be fixed from the drops $D_N$ themselves. The program and its output follow.

## Numbers as computed

```
model: t=50.0 meV, hw=3.0 t, g=1.0 t, a=5.0 Angstrom, g^2/(2t hw)=0.1667
shell sizes d=0..13: [1, 1, 3, 7, 15, 32, 68, 143, 298, 617, 1271, 2607, 5328, 10856]
dim V_N  N=0..13: [1, 2, 5, 12, 27, 59, 127, 270, 568, 1185, 2456, 5063, 10391, 21247]
limit shell/2^d = 3/2 ; at d=13: 1.3252; shell13/shell12 = 2.0375
ring (9 sites, dim 243) vs union of H_4(k) spectra: max dev 2.8e-14 t
moments k=1: order 7 V3 2219.3203, V9 2219.3203 t^7; order 8 V3 16664.330, V9 16718.330 t^8
t=0, N=7: E=-0.3333333333 (unit g); g=0.05t,k=1: shift -7.028625e-04 t, 2nd order -7.028649e-04 t
n<=1, k=0: E=-2.20795979 t, kappa=1.611095, Z=0.955257, err N=5 4.00160e-08 t, formula 4.00160e-08 t
D_N = E_N - E_{N+1} in t;  N, then k = 0, pi/4, pi/2, 3pi/4, pi
 0 1.926e-01 2.160e-01 3.028e-01 4.833e-01 6.180e-01
 1 2.523e-02 3.553e-02 9.732e-02 3.419e-01 5.489e-01
 2 1.909e-03 3.319e-03 1.709e-02 1.046e-01 1.650e-01
 3 9.924e-05 2.107e-04 2.074e-03 2.568e-02 4.519e-02
 4 4.824e-06 1.203e-05 2.337e-04 7.553e-03 1.696e-02
 5 2.071e-07 6.575e-07 2.921e-05 2.301e-03 6.098e-03
 6 8.421e-09 3.549e-08 3.535e-06 7.020e-04 2.395e-03
 7 3.596e-10 1.917e-09 4.339e-07 2.169e-04 9.806e-04
 8 1.503e-11 1.067e-10 5.113e-08 6.805e-05 4.008e-04
 9 6.260e-13 5.858e-12 6.047e-09 2.120e-05 1.660e-04
10 2.660e-14 3.211e-13 7.162e-10 6.618e-06 6.911e-05
11 1.115e-15 1.750e-14 8.521e-11 2.064e-06 2.878e-05
12 4.668e-17 9.490e-16 1.010e-11 6.441e-07 1.200e-05
threshold E(0)+hw = 0.78017606 t = 39.0088 meV
k, E_13/t, E_extrap/t, Z, gamma(D11/D12), kappa, kappa_undressed, 2kappa/ln2
0     -2.2198239361 -2.2198239361 0.94841 1.5868 1.5865 1.6136 4.578
pi/4  -1.6692551568 -1.6692551568 0.92982 1.4573 1.4581 1.4916 4.207
pi/2  -0.4195343526 -0.4195343526 0.80877 1.0661 1.0664 1.1303 3.077
3pi/4 0.4478970852 0.4478967930 0.34749 0.5824 0.5824 0.7269 1.680
pi    0.5957851332 0.5957765488 0.16716 0.4373 0.4369 0.6255 1.261
band in meV: -110.9912, -83.4628, -20.9767, 22.3948, 29.7888
bandwidth = 2.8156005 t = 140.7800 meV
curvature real k 0.94821 t, imaginary k 0.94867 t; m*/m0=1.05436, m0=3.0480 m_e, m*=3.2137 m_e
proved bound: second level >= -1.000 t
k=0: second level(V11) 0.80051 t, gap 3.02034 t; N=6: 3.77e-09 <= 8.80e-09 <= 2.76e-08 t
k=pi/2: second level(V11) 0.83926 t, gap 1.25879 t; N=6: 1.65e-06 <= 4.03e-06 <= 1.55e-05 t
k=pi: second level(V11) 0.86066 t, gap 0.26483 t; N=6: 1.57e-03 <= 4.01e-03 <= 2.69e-02 t
Combes-Thomas k=0: Delta=1.21982 t, A=1.29790, alpha(q=1/2)=0.06031, alpha(q=1)=0.11718
  norm W R in V6 = 0.1007 (bound 0.5); norm e^(alpha d) psi = 1.00375 (bound 2.05368)
```
